# Atomic energies of an embedded-atom potential are not observables: test program

```python
"""Result under test: in an embedded-atom model
    E = sum_i E_i,  E_i = F_a(rho_i) + 1/2 sum_j phi_ab(r_ij),
    rho_i = sum_j f_b(r_ij)   (a, b: species of atoms i, j)
the change F_a -> F_a + c_a rho, phi_ab -> phi_ab - c_a f_b - c_b f_a
keeps total energy, forces and stress, but shifts each atomic energy by
    sum_j J_ij,  J_ij = (c_a f_b - c_b f_a)/2.
The shift vanishes for one element; there a wider redistribution,
    kappa sum_j s(r_ij) (rho_i - rho_j),  s = smooth cutoff,
changes atomic energies at fixed total.
Energies in eV, lengths in angstrom, densities dimensionless.
"""
import itertools
import numpy as np
from scipy import constants

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
GPA = constants.e * 1e30 / 1e9            # one eV/angstrom^3 in GPa
CUTOFF, R_REF = 5.0, 2.8
DENSITY_AMP = np.array([1.0, 1.5])
DENSITY_DECAY = np.array([1.0, 2.0])
EMBED_AMP = np.array([1.0, 1.5])
PAIR_AMP = np.array([[0.2, 0.3], [0.3, 0.5]])
PAIR_DECAY = 5.0
ORIGINAL = np.array([0.0, 0.0])
GAUGE = np.array([-0.2, 0.2])            # c_A, c_B
KAPPA = 0.1
IMAGES = np.array(list(itertools.product((-1, 0, 1), repeat=3)))


def smooth(r):
    return (1 - (r / CUTOFF) ** 2) ** 3


def smooth_slope(r):
    return -6 * r / CUTOFF**2 * (1 - (r / CUTOFF) ** 2) ** 2


def density(kind, r):
    return DENSITY_AMP[kind] * np.exp(-DENSITY_DECAY[kind] * (r - R_REF)) * smooth(r)


def density_slope(kind, r):
    decay = DENSITY_DECAY[kind]
    return DENSITY_AMP[kind] * np.exp(-decay * (r - R_REF)) * (
        smooth_slope(r) - decay * smooth(r))


def pair(a, b, r, c):
    bare = PAIR_AMP[a, b] * np.exp(-PAIR_DECAY * (r - R_REF)) * smooth(r)
    return bare - c[a] * density(b, r) - c[b] * density(a, r)


def pair_slope(a, b, r, c):
    bare = PAIR_AMP[a, b] * np.exp(-PAIR_DECAY * (r - R_REF)) * (
        smooth_slope(r) - PAIR_DECAY * smooth(r))
    return bare - c[a] * density_slope(b, r) - c[b] * density_slope(a, r)


def embed(a, rho, c):
    return -EMBED_AMP[a] * np.sqrt(rho) + c[a] * rho


def neighbours(pos, cell):
    """Ordered pairs i, j with vectors from j (or its image) to i."""
    vec = pos[:, None, None] - pos[None, :, None] - (IMAGES @ cell)[None, None]
    dist = np.linalg.norm(vec, axis=-1)
    mask = (dist < CUTOFF) & (dist > 1e-8)
    i, j, _ = np.nonzero(mask)
    return i, j, vec[mask], dist[mask]


def site_energies(pos, kinds, cell, c):
    i, j, _, r = neighbours(pos, cell)
    n = len(pos)
    rho = np.bincount(i, density(kinds[j], r), n)
    return embed(kinds, rho, c) + 0.5 * np.bincount(
        i, pair(kinds[i], kinds[j], r, c), n)


def forces_and_stress(pos, kinds, cell, c):
    i, j, vec, r = neighbours(pos, cell)
    a, b = kinds[i], kinds[j]
    rho = np.bincount(i, density(b, r), len(pos))
    embed_slope = -EMBED_AMP[kinds] / (2 * np.sqrt(rho)) + c[kinds]
    slope = (embed_slope[i] * density_slope(b, r)
             + embed_slope[j] * density_slope(a, r) + pair_slope(a, b, r, c))
    force = np.zeros_like(pos)
    np.add.at(force, i, -(slope / r)[:, None] * vec)
    stress = (vec * (slope / r)[:, None]).T @ vec / (2 * abs(np.linalg.det(cell)))
    return force, stress


def redistributed(pos, kinds, cell):
    i, j, _, r = neighbours(pos, cell)
    rho = np.bincount(i, density(kinds[j], r), len(pos))
    flow = KAPPA * smooth(r) * (rho[i] - rho[j])
    return site_energies(pos, kinds, cell, ORIGINAL) + np.bincount(i, flow, len(pos))


def minus_gradient(energy, pos, atom, step=1e-4):
    result = np.zeros(3)
    for axis in range(3):
        plus, minus = pos.copy(), pos.copy()
        plus[atom, axis] += step
        minus[atom, axis] -= step
        result[axis] = -(energy(plus) - energy(minus)) / (2 * step)
    return result


def linear_features(pos, kinds, cell):
    """Site energies per unit of six linear fitting parameters."""
    i, j, _, r = neighbours(pos, cell)
    a, b = kinds[i], kinds[j]
    f_a, f_b = density(0, r), density(1, r)
    terms = [(a == 0) * density(b, r), (a == 1) * density(b, r),
             0.5 * ((a == 0) & (b == 0)) * f_a, 0.5 * (a != b) * f_a,
             0.5 * (a != b) * f_b, 0.5 * ((a == 1) & (b == 1)) * f_b]
    return np.array([np.bincount(i, t, len(pos)) for t in terms]).T


def rank(matrix):
    scaled = matrix / np.linalg.norm(matrix, axis=0)
    return np.linalg.matrix_rank(scaled, tol=1e-8)


# An A-B pair, small enough for hand calculation
big_cell = 20.0 * np.eye(3)
pair_kinds = np.array([0, 1])
pair_pos = np.array([[0.0, 0.0, 0.0], [R_REF, 0.0, 0.0]])
pair_old = site_energies(pair_pos, pair_kinds, big_cell, ORIGINAL)
pair_new = site_energies(pair_pos, pair_kinds, big_cell, GAUGE)
fa, fb = density(0, R_REF), density(1, R_REF)
pair_shift = 0.5 * (GAUGE[0] * fb - GAUGE[1] * fa)
assert np.allclose(pair_new - pair_old, [pair_shift, -pair_shift], atol=1e-12)
# Constants tuned to give no shift at one distance still shift at another
tuned = np.array([GAUGE[0], GAUGE[0] * fb / fa])
assert np.allclose(site_energies(pair_pos, pair_kinds, big_cell, tuned),
                   pair_old, atol=1e-12)
far_pos = np.array([[0.0, 0.0, 0.0], [3.2, 0.0, 0.0]])
far_shift = (site_energies(far_pos, pair_kinds, big_cell, tuned)
             - site_energies(far_pos, pair_kinds, big_cell, ORIGINAL))[0]
assert abs(far_shift) > 1e-3

# Displaced periodic alloy with alternating A and B layers
rng = np.random.default_rng(7)
lattice = 4.0
basis = np.array([[0, 0, 0], [0.5, 0.5, 0], [0.5, 0, 0.5], [0, 0.5, 0.5]])
fractions = np.array([np.array(n) + b for n in itertools.product((0, 1), repeat=3)
                      for b in basis])
cell = 2 * lattice * np.eye(3)
perfect = lattice * fractions
kinds = np.tile([0, 0, 1, 1], 8)
natoms = len(kinds)
pos = perfect + rng.uniform(-0.1, 0.1, perfect.shape)
old = site_energies(pos, kinds, cell, ORIGINAL)
new = site_energies(pos, kinds, cell, GAUGE)
assert abs(old.sum() - new.sum()) < 1e-10
i, j, _, r = neighbours(pos, cell)
flow = 0.5 * (GAUGE[kinds[i]] * density(kinds[j], r)
              - GAUGE[kinds[j]] * density(kinds[i], r))
assert np.allclose(new - old, np.bincount(i, flow, natoms), atol=1e-11)
mean_old = [old[kinds == k].mean() for k in (0, 1)]
mean_new = [new[kinds == k].mean() for k in (0, 1)]
assert mean_old[0] > mean_old[1] and mean_new[0] < mean_new[1]

# Transformed analytic forces and stress against original-energy differences
force_old, stress_old = forces_and_stress(pos, kinds, cell, ORIGINAL)
force_new, stress_new = forces_and_stress(pos, kinds, cell, GAUGE)
force_fd = np.array([minus_gradient(
    lambda x: site_energies(x, kinds, cell, ORIGINAL).sum(), pos, k)
    for k in range(natoms)])
force_error = np.abs(force_new - force_fd).max()
assert force_error < 1e-6                # central-difference truncation
assert np.allclose(force_old, force_new, atol=1e-11)
stress_fd = np.zeros((3, 3))
for p, q in itertools.product(range(3), repeat=2):
    values = []
    for h in (1e-4, -1e-4):
        strain = np.zeros((3, 3))
        strain[p, q] += h / 2
        strain[q, p] += h / 2
        deform = np.eye(3) + strain
        values.append(site_energies(pos @ deform, kinds, cell @ deform,
                                    ORIGINAL).sum())
    stress_fd[p, q] = (values[0] - values[1]) / 2e-4 / np.linalg.det(cell)
stress_error = np.abs(stress_new - stress_fd).max()
assert stress_error < 1e-6               # central-difference truncation
assert np.allclose(stress_old, stress_new, atol=1e-12)

# The gradient of an atom's own energy is neither the force nor invariant
own_old = minus_gradient(lambda x: site_energies(x, kinds, cell, ORIGINAL)[0], pos, 0)
own_new = minus_gradient(lambda x: site_energies(x, kinds, cell, GAUGE)[0], pos, 0)
assert np.linalg.norm(own_old - own_new) > 1e-3
assert np.linalg.norm(own_old - force_old[0]) > 1e-3
assert np.linalg.norm(own_new - force_old[0]) > 1e-3

# Region of three layers: its energy changes only by flow through the boundary
region = fractions[:, 2] < 1.25
region_change = (new - old)[region].sum()
boundary_flow = flow[region[i] & ~region[j]].sum()
assert abs(region_change - boundary_flow) < 1e-10 and abs(region_change) > 0.1

# Replacing one A atom by B: total difference is invariant
swapped = kinds.copy()
swapped[0] = 1
swap_old_sites = site_energies(pos, swapped, cell, ORIGINAL)
swap_new_sites = site_energies(pos, swapped, cell, GAUGE)
swap_old = swap_old_sites.sum() - old.sum()
swap_new = swap_new_sites.sum() - new.sum()
site_swap_old = swap_old_sites[0] - old[0]
site_swap_new = swap_new_sites[0] - new[0]
assert abs(swap_old - swap_new) < 1e-10
assert abs(site_swap_old - site_swap_new) > 1e-2

# What totals and atomic energies could determine in a linear fit
site_rows, total_rows = [], []
for _ in range(12):
    scale = rng.uniform(0.95, 1.05)
    trial_pos = scale * (perfect + rng.uniform(-0.15, 0.15, perfect.shape))
    trial_kinds = (rng.random(natoms) < rng.uniform(0.2, 0.8)).astype(int)
    features = linear_features(trial_pos, trial_kinds, scale * cell)
    site_rows.append(features)
    total_rows.append(features.sum(axis=0))
rank_total = rank(np.array(total_rows))
rank_site = rank(np.vstack(site_rows))
assert rank_total == 4 and rank_site == 6

# One element: the gauge leaves atomic energies alone, redistribution does not
pure = np.zeros(natoms, dtype=int)
pure_old = site_energies(pos, pure, cell, ORIGINAL)
pure_gauge = site_energies(pos, pure, cell, GAUGE)
pure_spread = redistributed(pos, pure, cell)
assert np.allclose(pure_old, pure_gauge, atol=1e-11)
assert abs(pure_old.sum() - pure_spread.sum()) < 1e-10
spread_max = np.abs(pure_spread - pure_old).max()
assert spread_max > 1e-3
pure_force, pure_stress = forces_and_stress(pos, pure, cell, ORIGINAL)
spread_force = minus_gradient(lambda x: redistributed(x, pure, cell).sum(), pos, 0)
assert np.allclose(spread_force, pure_force[0], atol=1e-6)
stretch = []
for h in (1e-4, -1e-4):
    deform = np.diag([1 + h, 1.0, 1.0])
    stretch.append(redistributed(pos @ deform, pure, cell @ deform).sum())
spread_stress = (stretch[0] - stretch[1]) / 2e-4 / np.linalg.det(cell)
assert abs(spread_stress - pure_stress[0, 0]) < 1e-6
bulk = site_energies(perfect, pure, cell, ORIGINAL)
assert np.allclose(bulk, redistributed(perfect, pure, cell), atol=1e-11)

# Unrelaxed vacancy in the perfect one-element crystal
vac_pos, vac_kinds = perfect[1:], pure[1:]
offset = vac_pos - perfect[0]
offset -= 2 * lattice * np.round(offset / (2 * lattice))
shell = np.linalg.norm(offset, axis=1) < 3.2
assert shell.sum() == 12
excess_old = site_energies(vac_pos, vac_kinds, cell, ORIGINAL) - bulk[0]
excess_new = redistributed(vac_pos, vac_kinds, cell) - bulk[0]
assert abs(excess_old.sum() - excess_new.sum()) < 1e-10
assert abs(excess_old[shell].sum() - excess_new[shell].sum()) > 0.1

print(f"cutoff, reference distance: {CUTOFF:.1f}, {R_REF:.1f} angstrom")
print("density amplitudes A, B:", DENSITY_AMP, "(dimensionless)")
print("density decays A, B:", DENSITY_DECAY, "1/angstrom")
print("embedding amplitudes A, B:", EMBED_AMP, "eV")
print(f"pair amplitudes AA, AB, BB: {PAIR_AMP[0,0]}, {PAIR_AMP[0,1]}, {PAIR_AMP[1,1]} eV")
print(f"pair decay: {PAIR_DECAY:.1f} 1/angstrom")
print("gauge constants c_A, c_B:", GAUGE, "eV")
print(f"A-B pair: f_A, f_B = {fa:.5f}, {fb:.5f} (dimensionless)")
for name, c in (("original", ORIGINAL), ("transformed", GAUGE)):
    print(f"A-B pair {name}: F_A, F_B, phi = {embed(0, fb, c):.5f}, "
          f"{embed(1, fa, c):.5f}, {pair(0, 1, R_REF, c):.5f} eV")
print(f"A-B pair original E_A, E_B: {pair_old[0]:.5f}, {pair_old[1]:.5f} eV")
print(f"A-B pair transformed E_A, E_B: {pair_new[0]:.5f}, {pair_new[1]:.5f} eV")
print(f"A-B pair shift of E_A: {pair_shift:.5f} eV")
print(f"A-B pair total, original: {pair_old.sum():.5f} eV")
print(f"A-B pair total, transformed: {pair_new.sum():.5f} eV")
print(f"tuned c_B: {tuned[1]:.3f} eV; shift of E_A at 3.2 angstrom: {far_shift:.5f} eV")
print(f"alloy cell: {natoms} atoms, edge {cell[0,0]:.1f} angstrom")
print(f"alloy total, original: {old.sum():.6f} eV")
print(f"alloy total, transformed: {new.sum():.6f} eV")
print(f"alloy total in hartree: {old.sum()/HARTREE:.6f} hartree")
print(f"mean E_A, E_B original: {mean_old[0]:.4f}, {mean_old[1]:.4f} eV")
print(f"mean E_A, E_B transformed: {mean_new[0]:.4f}, {mean_new[1]:.4f} eV")
print(f"mean shift of E_A: {mean_new[0]-mean_old[0]:.4f} eV")
print(f"mean shift of E_A in hartree: {(mean_new[0]-mean_old[0])/HARTREE:.5f} hartree")
print(f"x force on atom 0, original: {force_old[0,0]:.5f} eV/angstrom")
print(f"x force on atom 0, transformed: {force_new[0,0]:.5f} eV/angstrom")
print(f"-dE_0/dx_0, original: {own_old[0]:.5f} eV/angstrom")
print(f"-dE_0/dx_0, transformed: {own_new[0]:.5f} eV/angstrom")
print(f"largest force difference from finite differences: {force_error:.1e} eV/angstrom")
print(f"stress xx, original: {stress_old[0,0]:.6f} eV/angstrom^3")
print(f"stress xx, transformed: {stress_new[0,0]:.6f} eV/angstrom^3")
print(f"stress xx in GPa: {stress_old[0,0]*GPA:.3f} GPa")
print(f"largest stress difference from finite differences: {stress_error:.1e} eV/angstrom^3")
print(f"three-layer region, energy change: {region_change:.4f} eV")
print(f"three-layer region, boundary flow: {boundary_flow:.4f} eV")
print(f"A to B replacement, total change original: {swap_old:.5f} eV")
print(f"A to B replacement, total change transformed: {swap_new:.5f} eV")
print(f"same, own-site change original: {site_swap_old:.5f} eV")
print(f"same, own-site change transformed: {site_swap_new:.5f} eV")
print(f"linear parameters fixed by totals: {rank_total} of 6")
print(f"linear parameters fixed by atomic energies: {rank_site} of 6")
print(f"one element, largest gauge shift: {np.abs(pure_gauge-pure_old).max():.1e} eV")
print(f"redistribution strength kappa: {KAPPA:.1f} eV")
print(f"one element, largest redistribution shift: {spread_max:.4f} eV")
print(f"perfect one-element crystal, energy per atom: {bulk[0]:.5f} eV")
print(f"vacancy energy, original: {excess_old.sum():.5f} eV")
print(f"vacancy energy, redistributed: {excess_new.sum():.5f} eV")
print(f"share of 12 neighbours, original: {excess_old[shell].sum():.5f} eV")
print(f"share of 12 neighbours, redistributed: {excess_new[shell].sum():.5f} eV")
print(f"share of other 19 atoms, original: {excess_old[~shell].sum():.5f} eV")
print(f"share of other 19 atoms, redistributed: {excess_new[~shell].sum():.5f} eV")
print("verified")
```

Printed output:

```
cutoff, reference distance: 5.0, 2.8 angstrom
density amplitudes A, B: [1.  1.5] (dimensionless)
density decays A, B: [1. 2.] 1/angstrom
embedding amplitudes A, B: [1.  1.5] eV
pair amplitudes AA, AB, BB: 0.2, 0.3, 0.5 eV
pair decay: 5.0 1/angstrom
gauge constants c_A, c_B: [-0.2  0.2] eV
A-B pair: f_A, f_B = 0.32339, 0.48509 (dimensionless)
A-B pair original: F_A, F_B, phi = -0.69648, -0.85302, 0.09702 eV
A-B pair transformed: F_A, F_B, phi = -0.79350, -0.78834, 0.12936 eV
A-B pair original E_A, E_B: -0.64798, -0.80451 eV
A-B pair transformed E_A, E_B: -0.72882, -0.72366 eV
A-B pair shift of E_A: -0.08085 eV
A-B pair total, original: -1.45248 eV
A-B pair total, transformed: -1.45248 eV
tuned c_B: -0.300 eV; shift of E_A at 3.2 angstrom: 0.00682 eV
alloy cell: 32 atoms, edge 8.0 angstrom
alloy total, original: -67.101752 eV
alloy total, transformed: -67.101752 eV
alloy total in hartree: -2.465944 hartree
mean E_A, E_B original: -1.7442, -2.4496 eV
mean E_A, E_B transformed: -2.3538, -1.8401 eV
mean shift of E_A: -0.6095 eV
mean shift of E_A in hartree: -0.02240 hartree
x force on atom 0, original: -0.07423 eV/angstrom
x force on atom 0, transformed: -0.07423 eV/angstrom
-dE_0/dx_0, original: -0.03557 eV/angstrom
-dE_0/dx_0, transformed: -0.03679 eV/angstrom
largest force difference from finite differences: 4.6e-08 eV/angstrom
stress xx, original: 0.002887 eV/angstrom^3
stress xx, transformed: 0.002887 eV/angstrom^3
stress xx in GPa: 0.463 GPa
largest stress difference from finite differences: 1.8e-08 eV/angstrom^3
three-layer region, energy change: -4.9069 eV
three-layer region, boundary flow: -4.9069 eV
A to B replacement, total change original: -1.04888 eV
A to B replacement, total change transformed: -1.04888 eV
same, own-site change original: -0.79926 eV
same, own-site change transformed: 0.16783 eV
linear parameters fixed by totals: 4 of 6
linear parameters fixed by atomic energies: 6 of 6
one element, largest gauge shift: 6.7e-16 eV
redistribution strength kappa: 0.1 eV
one element, largest redistribution shift: 0.0927 eV
perfect one-element crystal, energy per atom: -1.60960 eV
vacancy energy, original: 0.66125 eV
vacancy energy, redistributed: 0.66125 eV
share of 12 neighbours, original: 0.63946 eV
share of 12 neighbours, redistributed: -0.18111 eV
share of other 19 atoms, original: 0.02178 eV
share of other 19 atoms, redistributed: 0.84235 eV
verified
```
